# Elastic Interaction of Parallel Surface Steps as Lines of Force Dipoles: verification in Python

```python
"""
Result under test: two parallel like-sign surface steps a distance L apart on
an isotropic elastic half-space repel with energy per unit step length
    U(L) = A / L^2,   A = 2 (1 - nu^2) (d_x^2 + d_z^2) / (pi E),  |d_z| = tau h,
to leading order in h / L.
E: Young modulus, nu: Poisson ratio, tau: surface stress, h: step height.
d_x, d_z: strengths of the force dipoles f_i(x) = d_i delta'(x) on the solid.
The solid fills z < 0. Finite-element tests use E = 1 and element size 1.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

NU = 0.25
PERIOD = 96
DEPTH = 96


# ---- Half-space response from the equilibrium equations, symbolically ----
def check_half_space_response():
    k, young, nu = sp.symbols("k E nu", positive=True)
    z, a, b, c, d, fx, fz = sp.symbols("z a b c d fx fz")
    lam = young * nu / ((1 + nu) * (1 - 2 * nu))
    mu = young / (2 * (1 + nu))

    # All fields carry the common factor exp(k z + i k x).
    def ddx(p):
        return sp.I * k * p

    def ddz(p):
        return sp.diff(p, z) + k * p

    ux, uz = a + b * k * z, c + d * k * z
    div = ddx(ux) + ddz(uz)
    sxx = lam * div + 2 * mu * ddx(ux)
    szz = lam * div + 2 * mu * ddz(uz)
    sxz = mu * (ddz(ux) + ddx(uz))
    equations = []
    for balance in (ddx(sxx) + ddz(sxz), ddx(sxz) + ddz(szz)):
        poly = sp.expand(balance)
        equations += [poly.coeff(z, 0), poly.coeff(z, 1)]
    equations += [sxz.subs(z, 0) - fx, szz.subs(z, 0) - fz]
    sol = sp.solve(equations, [a, b, c, d], dict=True)[0]
    diagonal = 2 * (1 - nu**2) / (young * k)
    off = (1 + nu) * (1 - 2 * nu) / (young * k)
    assert sp.simplify(sp.diff(sol[a], fx) - diagonal) == 0
    assert sp.simplify(sp.diff(sol[c], fz) - diagonal) == 0
    xz, zx = sp.diff(sol[a], fz), sp.diff(sol[c], fx)
    assert sp.simplify(xz + zx) == 0
    assert sp.simplify(xz**2 + off**2) == 0


check_half_space_response()

# Fourier integral of the dipole pair, with a weak convergence factor, L = 1.
eps = 0.05
fourier, _ = quad(lambda q: q * np.exp(-eps * q), 0, 40 / eps,
                  weight="cos", wvar=1.0, limit=500)
assert abs(fourier + 1) < 4 * eps**2


# ---- Plane-strain finite elements for flat and stepped periodic bodies ----
def element_stiffness():
    elastic = np.array([[1 - NU, NU, 0], [NU, 1 - NU, 0],
                        [0, 0, (1 - 2 * NU) / 2]])
    elastic /= (1 + NU) * (1 - 2 * NU)
    stiffness = np.zeros((8, 8))
    points = 0.5 + np.array([-0.5, 0.5]) / np.sqrt(3)
    for s in points:
        for t in points:
            dx = np.array([-(1 - t), 1 - t, t, -t])
            dz = np.array([-(1 - s), -s, s, 1 - s])
            strain = np.zeros((3, 8))
            strain[0, 0::2] = dx
            strain[1, 1::2] = dz
            strain[2, 0::2] = dz
            strain[2, 1::2] = dx
            stiffness += 0.25 * strain.T @ elastic @ strain
    return stiffness


class Body:
    """Columns of square elements; one period lowers the surface by drop."""

    def __init__(self, tops, drop):
        self.drop = drop
        col = np.repeat(np.arange(PERIOD), DEPTH)
        row = (tops[:, None] - 1 - np.arange(DEPTH)[None, :]).ravel()
        corners = ((0, 0), (1, 0), (1, 1), (0, 1))
        keys = np.stack([self.key(col + i, row + j) for i, j in corners], 1)
        self.nodes, conn = np.unique(keys, return_inverse=True)
        conn = conn.reshape(-1, 4)
        dofs = np.stack([2 * conn, 2 * conn + 1], axis=2).reshape(-1, 8)
        values = np.tile(element_stiffness().ravel(), len(conn))
        rows = np.repeat(dofs, 8, axis=1).ravel()
        cols = np.tile(dofs, (1, 8)).ravel()
        self.size = 2 * len(self.nodes)
        matrix = coo_matrix((values, (rows, cols)),
                            shape=(self.size, self.size)).tocsc()
        free = np.ones(self.size, dtype=bool)
        x = np.arange(PERIOD)
        for side in (0, 1):
            bottom = self.index(x + side, tops - DEPTH)
            free[2 * bottom] = False
            free[2 * bottom + 1] = False
        self.free = np.flatnonzero(free)
        self.solver = splu(matrix[self.free][:, self.free].tocsc(),
                           permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                           options=dict(SymmetricMode=True))

    def key(self, i, j):
        wrapped = np.asarray(i) == PERIOD
        return (np.where(wrapped, 0, i) * 1000
                + np.where(wrapped, np.asarray(j) + self.drop, j) + 500)

    def index(self, i, j):
        return np.searchsorted(self.nodes, self.key(i, j))

    def load(self, forces):
        f = np.zeros(self.size)
        for i, j, force_x, force_z in forces:
            n = int(self.index(i, j))
            f[2 * n] += force_x
            f[2 * n + 1] += force_z
        return f

    def energy(self, f):
        """Relaxed total energy: stored energy minus work of fixed forces."""
        u = self.solver.solve(f[self.free])
        return -0.5 * f[self.free] @ u

    def pair(self, f1, f2):
        return self.energy(f1 + f2) - self.energy(f1) - self.energy(f2)


def image_sum(distance):
    return (np.pi / PERIOD / np.sin(np.pi * distance / PERIOD))**2


near, middle, far = 20, 32, PERIOD // 2
images = np.arange(-100000, 100001)
explicit = np.sum(1.0 / (near + PERIOD * images.astype(float))**2)
assert abs(explicit / image_sum(near) - 1) < 1e-4

C_UNIT = 2 * (1 - NU**2) / np.pi
flat = Body(np.zeros(PERIOD, dtype=int), 0)


def dipole(site, dx, dz):
    return flat.load([(site - 1, 0, dx / 2, dz / 2),
                      (site + 1, 0, -dx / 2, -dz / 2)])


site1, site2, site3 = 10, 10 + near, 10 + far
unit = C_UNIT * image_sum(near)
ratio_x = flat.pair(dipole(site1, 1, 0), dipole(site2, 1, 0)) / unit
ratio_z = flat.pair(dipole(site1, 0, 1), dipole(site2, 0, 1)) / unit
ratio_cross = flat.pair(dipole(site1, 1, 0), dipole(site2, 0, 1)) / unit
# Grid and finite dipole size give errors of order (element / distance)^2.
assert abs(ratio_x - 1) < 0.02 and abs(ratio_z - 1) < 0.02
assert abs(ratio_cross) < 0.02

# Couples with a vertical arm act as surface dipoles far away.
torque = flat.load([(site2, 0, -1, 0), (site2, -1, 1, 0)])
stretch = flat.load([(site2, 0, 0, -1), (site2, -1, 0, 1)])
ratio_torque = flat.pair(dipole(site1, 0, 1), torque) / (-unit)
ratio_stretch = (flat.pair(dipole(site1, 1, 0), stretch)
                 / (-unit * NU / (1 - NU)))
assert abs(ratio_torque - 1) < 0.03 and abs(ratio_stretch - 1) < 0.03

# Line forces attract logarithmically; force-dipole cross terms cancel.
log_part = np.log(np.sin(np.pi * near / PERIOD))
dipole_part = image_sum(near) - image_sum(far)


def identical_pair_change(force, dx):
    loads = [flat.load([(s, 0, force, 0)]) + dipole(s, dx, 0)
             for s in (site1, site2, site3)]
    return flat.pair(loads[0], loads[1]) - flat.pair(loads[0], loads[2])


ratio_log = identical_pair_change(1.0, 0.0) / (C_UNIT * log_part)
assert abs(ratio_log - 1) < 0.02
mixed = identical_pair_change(0.05, 1.0) / C_UNIT
assert abs(mixed - 0.05**2 * log_part - dipole_part) < 0.03 * dipole_part


# ---- Bodies with real steps and unit surface tension on the whole profile ----
def stepped_energy(width, drop):
    tops = np.where(np.arange(PERIOD) < width, 0, -1)
    body = Body(tops, drop)
    forces = []
    for i in range(PERIOD):
        top = int(tops[i])
        forces += [(i, top, 1, 0), (i + 1, top, -1, 0)]
        after = int(tops[i + 1]) if i + 1 < PERIOD else int(tops[0]) - drop
        if after != top:
            forces += [(i + 1, min(top, after), 0, 1),
                       (i + 1, max(top, after), 0, -1)]
    return body.energy(body.load(forces))


def opposite_energy(width):
    """Ridge and trench averaged, to cancel the offset of the core centre."""
    ridge = stepped_energy(width, 0)
    if 2 * width == PERIOD:
        return ridge
    return 0.5 * (ridge + stepped_energy(PERIOD - width, 0))


def cubic_sum(distance):
    """Next power of 1/L, caused by terrace heights and finite step cores."""
    n = np.arange(-2000, 2001)
    return np.sum(1.0 / np.abs(distance + PERIOD * n.astype(float))**3)


# Three spacings determine a constant, a 1/L^2 part and a 1/L^3 part.
basis = np.array([[image_sum(s) - image_sum(far), cubic_sum(s) - cubic_sum(far)]
                  for s in (near, middle)])
like_far, opposite_far = stepped_energy(far, 2), opposite_energy(far)
like_change = np.array([stepped_energy(s, 2) - like_far
                        for s in (near, middle)])
opposite_change = np.array([opposite_energy(s) - opposite_far
                            for s in (near, middle)])
like, like_cubic = np.linalg.solve(basis, like_change)
opposite, opposite_cubic = np.linalg.solve(basis, opposite_change)
raw_ratio = (like_change[0] - opposite_change[0]) / (2 * C_UNIT * dipole_part)
ratio_step = (like - opposite) / (2 * C_UNIT)
# What remains is of order (step height / distance)^2 with a core prefactor.
assert like > 0
assert abs(ratio_step - 1) < 0.08, (ratio_step, raw_ratio, like, opposite)

# ---- Step train: explicit sum over neighbours ----
neighbours = np.arange(1, 200001, dtype=float)
train_factor = np.sum(1 / neighbours**2)
assert abs(train_factor - np.pi**2 / 6) < 1e-5

# ---- Thermal wandering: line transfer matrix and non-crossing pair ----
hop, grid = 0.01, np.arange(1, 400) / 400
kernel = np.exp(-(grid[:, None] - grid[None, :])**2 / (2 * hop**2))
kernel /= 400 * hop * np.sqrt(2 * np.pi)
wander = -np.log(np.linalg.eigvalsh(kernel)[-1]) / hop**2
# The finite hop widens the channel slightly, by about one hop length.
assert abs(wander / (np.pi**2 / 2) - 1) < 0.03

sites = 30
states = [(i, j) for i in range(sites) for j in range(i + 1, sites)]
place = {state: n for n, state in enumerate(states)}
hamiltonian = 2.0 * np.eye(len(states))
for (i, j), n in place.items():
    for other in ((i + 1, j), (i - 1, j), (i, j + 1), (i, j - 1)):
        if other in place:
            hamiltonian[n, place[other]] = -0.5
lowest = np.linalg.eigvalsh(hamiltonian)[0]
two_levels = np.pi**2 / (2 * (sites + 1)**2) * (1 + 4)
assert abs(lowest / two_levels - 1) < 0.01
count = 2000
levels = np.pi**2 * np.arange(1, count + 1)**2 / (2.0 * count**2)
assert abs(np.mean(levels) / (np.pi**2 / 6) - 1) < 0.002

# ---- Worked example: rough values for a miscut oxide growth wafer ----
young = 2500.0             # eV/nm^3
tau = 10.0                 # eV/nm^2
height = 0.2               # nm
d_x = 3.0                  # eV/nm
miscut = 1.0               # degree
temperature = 1200.0       # K
stiffness = 3.0            # eV/nm
residual_strain = 1e-4
electric_dipole = 0.02     # e nm per nm of step
permittivity = 10.0
core_width = 0.5           # nm
modulus_spread = 0.2

spacing = height / np.tan(np.radians(miscut))
d_z = tau * height
compliance = 2 * (1 - NU**2) / (np.pi * young)
dipole_square = d_x**2 + d_z**2
strength = compliance * dipole_square
opposite_strength = compliance * (d_x**2 - d_z**2)
pair_energy = strength / spacing**2
pair_force = 2 * strength / spacing**3
train_energy = np.pi**2 / 6 * pair_energy

kelvin = constants.k / constants.e
thermal = kelvin * temperature
wander_energy = np.pi**2 * thermal**2 / (6 * stiffness * spacing**2)
equal_temperature = np.sqrt(strength * stiffness) / kelvin

bulk_stress = young * residual_strain / (1 - NU)
line_force = bulk_stress * height
force_ratio = compliance * line_force**2 / spacing / pair_force
crossover = np.sqrt(2 * dipole_square) / line_force

coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e9  # eV nm
image_gain = 2 * permittivity / (permittivity + 1)
electric_strength = 2 * coulomb * electric_dipole**2 * image_gain


def explicit_electric_energy(distance, lift, arm):
    """Line charges of two dipoles above a dielectric, with image charges."""
    charge = electric_dipole / arm
    real = [(lift + arm / 2, charge), (lift - arm / 2, -charge)]
    mirror = -(permittivity - 1) / (permittivity + 1)
    sources = real + [(-z, mirror * q) for z, q in real]
    return sum(-coulomb * q1 * q2 * np.log(distance**2 + (z1 - z2)**2)
               for z1, q1 in sources for z2, q2 in real)


electric_check = explicit_electric_energy(spacing, 0.01 * spacing,
                                          0.01 * spacing) * spacing**2
assert abs(electric_check / electric_strength - 1) < 0.01

relative_width = core_width / spacing
core_correction = 6 * relative_width**2
smeared, _ = quad(lambda q: q * np.exp(-(relative_width * q)**2), 0,
                  7 / relative_width, weight="cos", wvar=1.0, limit=500)
assert abs(-smeared - 1 - core_correction) < 100 * relative_width**4

softer_change = 1 / (1 - modulus_spread) - 1
terrace_strain = compliance * d_x / spacing**2
strain_1nm = compliance * d_x / 1.0**2
surface_length = tau / young

print("TESTS (finite elements / formula; 1 is perfect)")
print(f"d_x pair energy ratio: {ratio_x:.4f}")
print(f"d_z pair energy ratio: {ratio_z:.4f}")
print(f"d_x-d_z cross energy / direct energy: {ratio_cross:.1e}")
print(f"torque couple ratio: {ratio_torque:.4f}")
print(f"vertical stretch couple ratio: {ratio_stretch:.4f}")
print(f"line-force logarithm ratio: {ratio_log:.4f}")
print(f"real steps, d_z^2/(tau h)^2: {ratio_step:.4f}")
print(f"same ratio with the 1/L^3 part left in: {raw_ratio:.4f}")
print(f"real steps, like-sign A (E=tau=h=1): {like:.4f}")
print(f"real steps, opposite-sign A (E=tau=h=1): {opposite:.4f}")
print(f"1/L^3 coefficients, like and opposite (E=tau=h=1): "
      f"{like_cubic:.2f}, {opposite_cubic:.2f}")
print("INPUTS (rough, miscut oxide growth wafer)")
print(f"Young modulus: {young:.0f} eV/nm^3")
print(f"Poisson ratio: {NU:.2f}")
print(f"surface stress: {tau:.1f} eV/nm^2")
print(f"step height: {height:.2f} nm")
print(f"miscut: {miscut:.1f} degree")
print(f"stretch dipole d_x: {d_x:.1f} eV/nm")
print("RESULTS")
print(f"step spacing L: {spacing:.2f} nm")
print(f"torque dipole |d_z|: {d_z:.2f} eV/nm")
print(f"d_x^2 + d_z^2: {dipole_square:.2f} eV^2/nm^2")
print(f"C = 2(1-nu^2)/(pi E): {compliance:.4e} nm^3/eV")
print(f"A, like steps: {strength:.3e} eV nm = {10*strength:.3e} eV angstrom")
print(f"A, opposite steps: {opposite_strength:.3e} eV nm")
print(f"U(L): {pair_energy:.3e} eV/nm = {pair_energy/10:.3e} eV/angstrom")
print(f"repulsive force per length: {pair_force:.3e} eV/nm^2")
print(f"train energy per step: {train_energy:.3e} eV/nm")
print("NEGLECTED EFFECTS")
print(f"temperature: {temperature:.0f} K; k_B T: {thermal:.4f} eV")
print(f"step stiffness: {stiffness:.1f} eV/nm")
print(f"wandering energy per step: {wander_energy:.3e} eV/nm")
print(f"wandering / elastic train energy: {wander_energy/train_energy:.2f}")
print(f"temperature of equal energies: {equal_temperature:.0f} K")
print(f"residual biaxial strain: {residual_strain:.1e}")
print(f"bulk stress: {bulk_stress:.3f} eV/nm^3")
print(f"line force: {line_force:.4f} eV/nm^2")
print(f"line-force attraction / dipole repulsion at L: {force_ratio:.4f}")
print(f"spacing where these forces balance: {crossover:.1f} nm")
print(f"electric step dipole: {electric_dipole:.3f} e nm per nm")
print(f"relative permittivity: {permittivity:.0f}")
print(f"electric inverse-square strength: {electric_strength:.3e} eV nm")
print(f"electric / elastic strength: {electric_strength/strength:.2f}")
print(f"modulus lower by {100*modulus_spread:.0f} %: "
      f"A higher by {100*softer_change:.0f} %")
print(f"core width: {core_width:.1f} nm; "
      f"correction: {100*core_correction:.2f} %")
print(f"surface tilt h/L: {height/spacing:.4f}")
print(f"strain from d_x at L: {terrace_strain:.2e}")
print(f"strain from d_x at 1 nm: {strain_1nm:.2e}")
print(f"surface elasticity length tau/E: {surface_length:.4f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
TESTS (finite elements / formula; 1 is perfect)
d_x pair energy ratio: 1.0056
d_z pair energy ratio: 1.0041
d_x-d_z cross energy / direct energy: -4.0e-04
torque couple ratio: 0.9976
vertical stretch couple ratio: 0.9875
line-force logarithm ratio: 0.9997
real steps, d_z^2/(tau h)^2: 1.0180
same ratio with the 1/L^3 part left in: 0.7183
real steps, like-sign A (E=tau=h=1): 2.0195
real steps, opposite-sign A (E=tau=h=1): 0.8043
1/L^3 coefficients, like and opposite (E=tau=h=1): -3.23, 2.72
INPUTS (rough, miscut oxide growth wafer)
Young modulus: 2500 eV/nm^3
Poisson ratio: 0.25
surface stress: 10.0 eV/nm^2
step height: 0.20 nm
miscut: 1.0 degree
stretch dipole d_x: 3.0 eV/nm
RESULTS
step spacing L: 11.46 nm
torque dipole |d_z|: 2.00 eV/nm
d_x^2 + d_z^2: 13.00 eV^2/nm^2
C = 2(1-nu^2)/(pi E): 2.3873e-04 nm^3/eV
A, like steps: 3.104e-03 eV nm = 3.104e-02 eV angstrom
A, opposite steps: 1.194e-03 eV nm
U(L): 2.364e-05 eV/nm = 2.364e-06 eV/angstrom
repulsive force per length: 4.126e-06 eV/nm^2
train energy per step: 3.889e-05 eV/nm
NEGLECTED EFFECTS
temperature: 1200 K; k_B T: 0.1034 eV
step stiffness: 3.0 eV/nm
wandering energy per step: 4.466e-05 eV/nm
wandering / elastic train energy: 1.15
temperature of equal energies: 1120 K
residual biaxial strain: 1.0e-04
bulk stress: 0.333 eV/nm^3
line force: 0.0667 eV/nm^2
line-force attraction / dipole repulsion at L: 0.0224
spacing where these forces balance: 76.5 nm
electric step dipole: 0.020 e nm per nm
relative permittivity: 10
electric inverse-square strength: 2.094e-03 eV nm
electric / elastic strength: 0.67
modulus lower by 20 %: A higher by 25 %
core width: 0.5 nm; correction: 1.14 %
surface tilt h/L: 0.0175
strain from d_x at L: 5.46e-06
strain from d_x at 1 nm: 7.16e-04
surface elasticity length tau/E: 0.0040 nm
ALL CHECKS PASSED
```
